# Wavefront Bump from a Locally Heated Low-Expansion Mirror

Anyone drawing up the wavefront budget of a 13.5 nm lithography system must decide whether mirror heating needs its own entry. The glass expands by only a few parts per billion per kelvin, which suggests leaving it out. The decision depends on the product of that small strain with a large depth of glass, compared with a short wavelength.

## The estimate

A region of depth $L=50$ mm is warmed by $\Delta T=1$ K. Its expansion coefficient is $\alpha=5$ ppb/K, so the thermal strain is $\alpha\,\Delta T=5\times10^{-9}$. If the region is free to expand and its base stays in place, its front face rises by

$$h=\alpha L\,\Delta T=(5\times10^{-9})(50\times10^{6}\ \text{nm})=0.25\ \text{nm}.$$

Light at normal incidence travels this distance less on the way in and again on the way out. The wavefront change is therefore

$$W=2h=0.50\ \text{nm},\qquad \frac{W}{\lambda}=\frac{0.50}{13.5}=0.037 .$$

That is about one twenty-seventh of a wave from one mirror. Here $h$ is positive towards the incoming light, and $W$ is positive when the optical path becomes shorter.

The estimate rests on three assumptions: the hot glass is not held by its surroundings, the temperature rise is uniform through the depth, and neighbouring parts of the mirror stay cold.

## Where the surface rise comes from

Let $z$ point out of the mirror along its normal, with the base of the heated region at $z=0$. In an isotropic elastic solid with Young's modulus $E$ and Poisson's ratio $\nu$, the strain along $z$ is the elastic part plus the thermal part:

$$\varepsilon_{zz}=\frac{\sigma_{zz}-\nu(\sigma_{xx}+\sigma_{yy})}{E}+\alpha\,\Delta T .$$

The strains along $x$ and $y$ follow by exchanging the labels. Free expansion means that all stresses vanish, which leaves $\varepsilon_{zz}=\alpha\,\Delta T$. Since $\varepsilon_{zz}=du_z/dz$ and $u_z(0)=0$,

$$h=u_z(L)=\int_0^L\alpha\,\Delta T\,dz=\alpha L\,\Delta T .$$

Neither $E$ nor $\nu$ appears, because nothing resists the expansion. The base may slide sideways but does not move along $z$.

**Rigid side walls.** Now suppose that the surroundings prevent all sideways expansion but let the glass slide along $z$. The front face is free, so $\sigma_{zz}=0$. By symmetry $\sigma_{xx}=\sigma_{yy}=\sigma$, and the condition of zero lateral strain reads

$$0=\frac{\sigma-\nu\sigma}{E}+\alpha\,\Delta T
\quad\Longrightarrow\quad
\sigma=-\frac{E\,\alpha\,\Delta T}{1-\nu}.$$

The minus sign denotes compression. Putting this stress into the expression for $\varepsilon_{zz}$ gives

$$\varepsilon_{zz}=-\frac{2\nu\sigma}{E}+\alpha\,\Delta T
=\alpha\,\Delta T\left(\frac{2\nu}{1-\nu}+1\right)
=\alpha\,\Delta T\,\frac{1+\nu}{1-\nu}.$$

The sideways squeeze pushes extra material out through the front. For $\nu=0.17$ the factor is $1.17/0.83=1.41$, and the wavefront change becomes 0.705 nm. Lateral constraint alone therefore increases the bump. Surroundings that also grip the glass along $z$ can reduce it, as the narrow embedded case below shows.

## Where the factor of two comes from

Let $\mathbf k$ and $\mathbf k'$ be unit vectors along the incoming and reflected rays, at angle $\theta$ from the normal. Consider the path from a fixed incoming wavefront plane to a mirror point $\mathbf x$, and on to a fixed outgoing wavefront plane. The first leg is a constant plus $\mathbf k\cdot\mathbf x$. The second is a constant minus $\mathbf k'\cdot\mathbf x$. The total is

$$P=\text{constant}-(\mathbf k'-\mathbf k)\cdot\mathbf x .$$

Reflection keeps the component along the surface and reverses the normal component from $-\cos\theta$ to $+\cos\theta$. Hence $\mathbf k'-\mathbf k=2\cos\theta\,\hat{\mathbf z}$. Raising a flat patch by $h$ shortens the path by

$$W=2h\cos\theta .$$

The sideways shift of the point where the ray lands drops out, because $\mathbf k'-\mathbf k$ has no component along the surface. At normal incidence $W=2h$. At $20^\circ$ the wavefront change is 0.470 nm, so moderate obliquity hardly alters the estimate. This result assumes vacuum and a patch wide enough for ray optics to hold.

The phase advance at normal incidence is

$$\phi=\frac{2\pi W}{\lambda}=2\pi(0.0370)=0.233\ \text{rad}.$$

## What the bump does to the image

If the whole mirror face rose by the same amount, and the angle of incidence varied little across it, every ray would gain nearly the same phase and the image would nearly keep its shape. What matters is the variation of $W$ across the beam. Take a uniformly lit circular footprint of radius $R=100$ mm, with a central heated circle of radius 50 mm. The heated fraction of the area is $f=(50/100)^2=0.25$. The mirror is assumed to lie near a pupil, so that the footprint maps onto the pupil of each image point.

For a flat-topped bump, the mean wavefront change is $fW$ and the mean square is $fW^2$. The variance is

$$fW^2-(fW)^2=f(1-f)W^2\equiv qW^2,\qquad q=f(1-f)=0.1875 .$$

The rms error is $W\sqrt q=0.50\times0.433=0.217$ nm.

Part of this error can be removed by refocusing. To leading order in the aperture, a focus shift adds a term linear in $s=(r/R)^2$. The area element is $2\pi r\,dr=\pi R^2ds$, so $s$ is uniformly distributed between 0 and 1, with mean $1/2$ and variance $1/12$. Its covariance with the bump is

$$W\int_0^f s\,ds-\frac{fW}{2}
=\frac{f^2W}{2}-\frac{fW}{2}=-\frac{qW}{2}.$$

A best straight-line fit removes a variance equal to the squared covariance divided by the variance of $s$:

$$\frac{(qW/2)^2}{1/12}=3q^2W^2 .$$

What remains is

$$W_{\text{rms}}=W\sqrt{q(1-3q)}=0.50\sqrt{0.1875\times0.4375}=0.143\ \text{nm}.$$

The fraction of the variance removed is $3q$, here 56%. For a very small central spot $q\approx f$, so refocusing removes little. The total error is then small too, because little of the beam is affected.

The on-axis image peak follows from the average complex amplitude. Before refocusing, and relative to a perfect wavefront,

$$S=\left|1-f+fe^{i\phi}\right|^2
=(1-f)^2+f^2+2f(1-f)\cos\phi .$$

Since $(1-f)^2+f^2=1-2q$ and $1-\cos\phi=2\sin^2(\phi/2)$,

$$S=1-2q(1-\cos\phi)=1-4q\sin^2(\phi/2)=0.990 .$$

The peak falls by about 1%. This is a loss from one mirror with no other aberration present. With other errors present, the combined effect depends on their shapes and signs.

## A hot region inside a cold mirror

A real heated region is joined to cold glass at its sides and base. To see what this does, the elastic equations were solved numerically for a free cylinder of radius 150 mm and thickness 100 mm. The upper 50 mm was heated by 1 K inside a chosen radius, with a sharp boundary. Refining the mesh from 5 mm to 2.5 mm changed the two heights below by less than 5% of the finer-mesh values. The 2.5 mm mesh gives 0.22 nm for the narrow case, slightly above the converged value of 0.214 nm, which is the one entered in the table.

For the embedded cases, $W$ is twice the surface height at the centre minus that at the footprint edge. In the first two rows it is measured from an unmoved surface.

| Condition | $W$ (nm) |
|---|---:|
| Free expansion | 0.50 |
| Rigid, sliding side walls | 0.71 |
| Embedded, heated radius 50 mm | 0.76 |
| Embedded, heated radius 10 mm | 0.21 |

The wide region gives 1.51 times the free estimate, and the narrow one 0.43 times. The constraint can thus move the answer either way. In the narrow case, the cold glass alongside grips the column. Its axial strain is near the free value at the surface and falls to about 0.3 of it at mid-depth, so the column lengthens by only about half the free amount. Part of that lengthening pushes the base down instead of lifting the face. In the wide case, sideways squeezing and bending of the whole mirror can both raise the centre. The calculation does not separate their shares.

The wide embedded bump has an rms error of 0.24 nm before refocusing and 0.09 nm after. Its peak is higher than that of the flat-topped bump, yet its refocused error is smaller than 0.143 nm. The fit shows why: roughly 85% of its variance is linear in $r^2$, against 56% for the flat-topped bump. Peak height alone is therefore a poor measure of the harm left after focusing.

## When the temperature is not uniform

Suppose that a free block has its full temperature rise at the front and none at the base, with $\Delta T(z)=\Delta T\,z/L$. The displacements

$$u_r=\frac{\alpha\,\Delta T}{L}\,zr,\qquad
u_z=\frac{\alpha\,\Delta T}{2L}\,(z^2-r^2)$$

give $\varepsilon_{rr}=\varepsilon_{\theta\theta}=\varepsilon_{zz}=\alpha\,\Delta T\,z/L$, the local thermal strain. The shear strain is proportional to $\partial u_r/\partial z+\partial u_z/\partial r$, in which the two terms cancel. The block is therefore free of stress.

On the axis its thickness grows by $\alpha L\,\Delta T/2=0.125$ nm, half the uniform value. The front also bows, with its centre higher than a point at radius $r$ by $\alpha\,\Delta T\,r^2/(2L)$. At $r=50$ mm this is another 0.125 nm. The bow is proportional to $r^2$, so refocusing can remove it if it extends over the whole footprint.

Heat flow sets the time needed to warm the depth. With rough glass properties, the thermal diffusivity is $D\approx7.7\times10^{-7}$ m²/s, and the diffusion time scale is $L^2/D\approx54$ min. Heat also spreads sideways by a comparable distance in that time, so a deep, uniformly hot region with sharp sides is an idealization. A steady drop of 1 K across the depth needs a heat flux of about 26 W/m², which is only about 0.2 W absorbed over the 50 mm circle. An absorbed load of a few watts on that area would therefore give a rise of many kelvin.

## Comparison with a real mirror

Mirrors for 13.5 nm lithography are made from low-expansion glass or glass-ceramic and work in vacuum or very thin gas. An expansion coefficient of a few ppb/K, of either sign, is a reasonable rough value near the temperature for which the material is chosen. A negative coefficient would turn the bump into a dip. The dimensions and the 1 K rise used here are round model values, and the temperature map of a particular mirror may differ greatly.

The coefficient also changes with temperature. For a rough slope $\beta=1.5$ ppb/K², the extra rise is $\beta L\,\Delta T^2/2$, which adds $\beta L\,\Delta T^2=0.075$ nm to the wavefront change, or 15% of the free estimate. Growth of a reflecting coating about 280 nm thick, at roughly 10 ppm/K, adds about 0.006 nm. This counts the coating's thickness alone. It leaves out any change in its reflection phase, and also the bending caused by the coating expanding more than the glass, which can exceed the thickness growth. For a 1 K rise, the largest shifts among the effects sized here come from elastic constraint and the temperature profile. The slope term grows as $\Delta T^2$: its ratio to the free estimate is $\beta\,\Delta T/(2\alpha)$, which reaches one near 7 K, so the result cannot be scaled linearly to larger rises.

The small expansion coefficient is therefore no reason by itself to leave mirror heating out of the budget. For these inputs, 0.5 nm is a sound first figure for the bump, good to a factor of roughly two or three across the cases computed. Spots much narrower than the heated depth fall further below it, roughly in proportion to their radius. Setting a tolerance requires the actual temperature map, the mirror's elastic response and the error left after refocusing. The numerical output lists the values used.

## Computed results

```
Heated depth: 50 mm
Expansion coefficient: 5.0 ppb/K
Temperature rise: 1.0 K
Wavelength: 13.5 nm
Heated radius, wide case: 50 mm
Heated radius, narrow case: 10 mm
Footprint radius: 100 mm
Mirror radius: 150 mm
Mirror thickness: 100 mm
Poisson ratio (rough): 0.17
Thermal strain: 5.0e-09
Free surface rise: 0.250 nm
Wavefront change, normal incidence: 0.500 nm
Wavefront change, 20 degrees: 0.470 nm
Wavefront change / wavelength: 0.0370
Phase change: 0.233 rad
Heated footprint fraction: 0.25
Ideal bump rms, mean removed: 0.217 nm
Ideal bump rms, refocused: 0.143 nm
Relative image peak before refocus: 0.9899
Rigid-wall factor: 1.410
Rigid-wall wavefront change: 0.705 nm
Embedded cases: centre minus footprint edge
Wide embedded surface height: 0.38 nm
Wide embedded wavefront change: 0.76 nm
Wide embedded / free estimate: 1.51
Wide embedded rms, mean removed: 0.24 nm
Wide embedded rms, refocused: 0.09 nm
Narrow embedded surface height: 0.11 nm
Narrow embedded wavefront change: 0.22 nm
Narrow embedded / free estimate: 0.43
Linear profile, axial growth: 0.125 nm
Linear profile, bow over 50 mm radius: 0.125 nm
Slope of alpha (rough): 1.5 ppb/K^2
Wavefront change from that slope: 0.075 nm
Coating thickness (rough): 280 nm
Coating expansion (rough): 10 ppm/K
Wavefront change from coating growth: 0.0056 nm
Thermal conductivity (rough): 1.3 W/(m K)
Density (rough): 2200 kg/m3
Heat capacity (rough): 770 J/(kg K)
Thermal diffusivity: 7.67e-07 m2/s
Diffusion time L^2/D: 54 min
Heat flux for 1 K across depth: 26 W/m2
```
